# Chern numbers of non-Hermitian bands and the vorticity of exceptional points: a numerical check

```python
"""
Result under test: for a separable non-Hermitian band the four Chern numbers
C_ab = (1/2pi) Int B_ab d^2k, a,b in {L,R}, are the same integer, although
the curvatures B_ab(k) differ locally.
R: eigenvector of H; L: eigenvector of H^dagger with conjugate eigenvalue.
A_ab,j = i <a|d_j b>/<a|b>,   B_ab = d_x A_ab,y - d_y A_ab,x.
Also tested: the vorticity nu = -(1/2pi) Loop d arg(E_m - E_n) equals
+1/2 or -1/2 around a simple exceptional point (EP).
Energies are in units of the hopping t, wavevectors in 1/a, curvature in a^2.
"""
import numpy as np

N = 128
k_axis = 2 * np.pi * np.arange(N) / N
KX, KY = np.meshgrid(k_axis, k_axis, indexing="ij")
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
PAIRS = ("LL", "LR", "RL", "RR")


def d_vector(kx, ky, m, gamma):
    return np.stack([np.sin(kx) + 1j * gamma[0],
                     np.sin(ky) + 1j * gamma[1],
                     m - np.cos(kx) - np.cos(ky) + 1j * gamma[2]], axis=-1)


def two_band(kx, ky, m, gamma):
    return np.einsum("...i,iab->...ab", d_vector(kx, ky, m, gamma), SIGMA)


def dagger(M):
    return np.conj(np.swapaxes(M, -1, -2))


def sorted_eig(H):
    """Eigenpairs ordered by the real part of the eigenvalue."""
    w, V = np.linalg.eig(H)
    order = np.argsort(w.real, axis=-1)
    w = np.take_along_axis(w, order, axis=-1)
    V = np.take_along_axis(V, order[..., None, :], axis=-1)
    return w, V


def band_vectors(H, band):
    """Right and left vectors from two separate diagonalizations."""
    _, VR = sorted_eig(H)
    _, VL = sorted_eig(dagger(H))
    return {"R": VR[..., :, band], "L": VL[..., :, band]}


def projectors(vec):
    out = {}
    for p in PAIRS:
        bra, ket = np.conj(vec[p[0]]), vec[p[1]]
        norm = np.sum(bra * ket, axis=-1)
        out[p] = ket[..., :, None] * bra[..., None, :] / norm[..., None, None]
    return out


def deriv(F, axis):
    """Fourier derivative of a periodic function on the grid."""
    n = np.fft.fftfreq(N) * N
    n[N // 2] = 0
    shape = [1] * F.ndim
    shape[axis] = N
    return np.fft.ifft(1j * n.reshape(shape) * np.fft.fft(F, axis=axis),
                       axis=axis)


def tr(M):
    return np.trace(M, axis1=-2, axis2=-1)


def curvature(P):
    Px, Py = deriv(P, 0), deriv(P, 1)
    return 1j * tr(P @ (Px @ Py - Py @ Px))


def chern(B):
    return B.sum() * (2 * np.pi / N) ** 2 / (2 * np.pi)


# ---------- separable two-band model ----------
m_top, gamma = 1.0, (0.4, 0.2, 0.3)
H = two_band(KX, KY, m_top, gamma)
energies, _ = sorted_eig(H)
min_gap = np.min((energies[..., 1] - energies[..., 0]).real)
assert min_gap > 0.5
vec = band_vectors(H, 1)
P = projectors(vec)
B = {p: curvature(P[p]) for p in PAIRS}
C = {p: chern(B[p]) for p in PAIRS}
C_int = int(round(C["RR"].real))
assert abs(C_int) == 1
for p in PAIRS:
    assert abs(C[p] - C_int) < 1e-7
diff_LR_RR = np.max(np.abs(B["LR"] - B["RR"]))
diff_LL_RR = np.max(np.abs(B["LL"] - B["RR"]))
max_im_LR = np.max(np.abs(B["LR"].imag))
assert min(diff_LR_RR, diff_LL_RR, max_im_LR) > 0.01
assert np.max(np.abs(B["RL"] - np.conj(B["LR"]))) < 1e-8
assert max(np.max(np.abs(B[p].imag)) for p in ("LL", "RR")) < 1e-8

# The difference of connections is a periodic one-form with the right curl.
curl_error = 0.0
for mixed, same in (("LR", "RR"), ("RL", "LL")):
    one_form = [1j * tr((P[mixed] - P[same]) @ deriv(P[same], j))
                for j in (0, 1)]
    curl = deriv(one_form[1], 0) - deriv(one_form[0], 1)
    curl_error = max(curl_error,
                     np.max(np.abs(curl - B[mixed] + B[same])))
assert curl_error < 1e-6


# Curvature from the connection itself, in an arbitrary non-unitary gauge.
def gauged_vector(kx, ky, side):
    v = band_vectors(two_band(kx, ky, m_top, gamma), 1)[side]
    v = v / v[0]
    if side == "R":
        return v * np.exp((0.3 + 0.7j) * np.sin(kx) + 0.4j * kx * ky)
    return v * np.exp((0.5 - 0.2j) * np.cos(ky) + (0.2 + 0.6j) * kx * ky)


def connection(kx, ky, pair, j, h=1e-3):
    sx, sy = (h, 0.0) if j == 0 else (0.0, h)
    bra = gauged_vector(kx, ky, pair[0])
    ket = gauged_vector(kx, ky, pair[1])
    dket = (gauged_vector(kx + sx, ky + sy, pair[1])
            - gauged_vector(kx - sx, ky - sy, pair[1])) / (2 * h)
    return 1j * np.vdot(bra, dket) / np.vdot(bra, ket)


samples = ((16, 32), (64, 16))
fd_error, h = 0.0, 1e-3
for ix, iy in samples:
    x, y = k_axis[ix], k_axis[iy]
    for p in PAIRS:
        direct = (connection(x + h, y, p, 1) - connection(x - h, y, p, 1)
                  - connection(x, y + h, p, 0)
                  + connection(x, y - h, p, 0)) / (2 * h)
        fd_error = max(fd_error, abs(direct - B[p][ix, iy]))
assert fd_error < 1e-4

# Two-band closed forms for the mixed curvature and the real Bloch vectors.
d = d_vector(KX, KY, m_top, gamma)
dd = np.sum(d * d, axis=-1)
zero = np.zeros_like(KX)
dx = np.stack([np.cos(KX), zero, np.sin(KX)], axis=-1)
dy = np.stack([zero, np.cos(KY), np.sin(KY)], axis=-1)
B_formula = -0.5 * np.sum(d * np.cross(dx, dy), axis=-1) / dd ** 1.5
assert np.max(np.abs(B_formula - B["LR"])) < 1e-6
n_vec = d / np.sqrt(dd)[..., None]
a_vec, b_vec = n_vec.real, n_vec.imag
a_sq = np.sum(a_vec ** 2, axis=-1)[..., None]
spin = {}
for side, sign in (("R", 1), ("L", -1)):
    v = vec[side]
    spin[side] = (np.einsum("...a,iab,...b->...i", v.conj(), SIGMA, v)
                  / np.sum(abs(v) ** 2, axis=-1)[..., None]).real
    predicted = (a_vec + sign * np.cross(a_vec, b_vec)) / a_sq
    assert np.max(np.abs(spin[side] - predicted)) < 1e-9
    B_spin = -0.5 * np.sum(spin[side] * np.cross(
        deriv(spin[side], 0).real, deriv(spin[side], 1).real), axis=-1)
    assert np.max(np.abs(B_spin - B[side + side])) < 1e-6

# Trivial phase and Hermitian limit.
m_triv = 3.0
P_triv = projectors(band_vectors(two_band(KX, KY, m_triv, gamma), 1))
C_triv = {p: chern(curvature(P_triv[p])) for p in PAIRS}
assert max(abs(c) for c in C_triv.values()) < 1e-7
P_herm = projectors(band_vectors(two_band(KX, KY, m_top, (0, 0, 0)), 1))
B_herm = {p: curvature(P_herm[p]) for p in PAIRS}
herm_spread = max(np.max(np.abs(B_herm[p] - B_herm["RR"])) for p in PAIRS)
assert herm_spread < 1e-8

# Three bands with non-reciprocal coupling to a lossy third orbital.
H3 = np.zeros((N, N, 3, 3), dtype=complex)
H3[..., :2, :2] = H
H3[..., 2, 2] = 6 - 0.5j
H3[..., 0, 2] = 0.8 + 0.4 * np.exp(1j * KX)
H3[..., 2, 0] = 0.3 + 0.5 * np.exp(-1j * KY)
H3[..., 1, 2] = 0.5 * np.exp(1j * KY)
H3[..., 2, 1] = 0.7j + 0.2 * np.exp(-1j * KX)
w3, _ = sorted_eig(H3)
min_gap3 = np.min(np.diff(w3.real, axis=-1))
assert min_gap3 > 0.3
C3 = []
for band in range(3):
    P3 = projectors(band_vectors(H3, band))
    values = [chern(curvature(P3[p])) for p in PAIRS]
    integer = round(values[3].real)
    assert max(abs(v - integer) for v in values) < 1e-6
    C3.append(values)
assert abs(sum(v[1] for v in C3)) < 1e-6


# ---------- eigenvalue vorticity ----------
def follow(H_path):
    """Follow two eigenvalues continuously; return vorticity and exchange."""
    w = np.linalg.eigvals(H_path)
    for i in range(1, len(w)):
        keep = np.sum(np.abs(w[i] - w[i - 1]))
        swap = np.sum(np.abs(w[i][::-1] - w[i - 1]))
        if swap < keep:
            w[i] = w[i][::-1].copy()
    phase = np.unwrap(np.angle(w[:, 0] - w[:, 1]))
    nu = -(phase[-1] - phase[0]) / (2 * np.pi)
    exchanged = abs(w[-1, 0] - w[0, 1]) < abs(w[-1, 0] - w[0, 0])
    return nu, bool(exchanged)


m_ep, g = 2.0, 0.5
gamma_ep = (g, 0.0, 0.0)
ky_ep = 2 * np.arcsin(g / 2)


def circle(cx, cy, radius, turns=1):
    t = np.linspace(0, 2 * np.pi * turns, 2000 * turns + 1)
    return follow(two_band(cx + radius * np.cos(t), cy + radius * np.sin(t),
                           m_ep, gamma_ep))


loop_radius, big_radius = 0.2, 1.0
loops = {"upper EP": circle(0, ky_ep, loop_radius),
         "lower EP": circle(0, -ky_ep, loop_radius),
         "both EPs": circle(0, 0, big_radius),
         "no EP": circle(1.5, 1.5, loop_radius),
         "upper EP, two turns": circle(0, ky_ep, loop_radius, 2)}


# Sign predicted from the Jacobian of D = 4 d.d, by finite differences.
def discriminant(kx, ky):
    v = d_vector(kx, ky, m_ep, gamma_ep)
    return 4 * np.sum(v * v)


jac_nu = {}
for name, y in (("upper EP", ky_ep), ("lower EP", -ky_ep)):
    s = 1e-5
    Dx = (discriminant(s, y) - discriminant(-s, y)) / (2 * s)
    Dy = (discriminant(0, y + s) - discriminant(0, y - s)) / (2 * s)
    jac_nu[name] = -0.5 * np.sign(Dx.real * Dy.imag - Dy.real * Dx.imag)
    assert abs(loops[name][0] - jac_nu[name]) < 1e-8 and loops[name][1]
    H_ep = two_band(0.0, y, m_ep, gamma_ep)
    assert np.linalg.norm(H_ep @ H_ep) < 1e-12 < np.linalg.norm(H_ep)
assert abs(loops["both EPs"][0]) < 1e-8 and not loops["both EPs"][1]
assert abs(loops["no EP"][0]) < 1e-8 and not loops["no EP"][1]
two_turns = loops["upper EP, two turns"]
assert abs(two_turns[0] - 2 * jac_nu["upper EP"]) < 1e-8 and not two_turns[1]

# Square-root laws close to the exceptional point.
near = []
for delta in (1e-4, 1e-6):
    H_near = two_band(delta, ky_ep, m_ep, gamma_ep)
    w, _ = sorted_eig(H_near)
    v = band_vectors(H_near, 1)
    near.append((delta, abs(w[1] - w[0]), abs(np.vdot(v["L"], v["R"]))))
split_ratio = near[0][1] / near[1][1]
overlap_ratio = near[0][2] / near[1][2]
assert abs(split_ratio - 10) < 0.1 and abs(overlap_ratio - 10) < 0.1

# Locate every phase vortex of the squared splitting in the whole zone.
M = 100
q = 2 * np.pi * (np.arange(M) + 0.5) / M
QX, QY = np.meshgrid(q, q, indexing="ij")
w = np.linalg.eigvals(two_band(QX, QY, m_ep, gamma_ep))
D = (w[..., 0] - w[..., 1]) ** 2
step_x = np.angle(np.roll(D, -1, 0) / D)
step_y = np.angle(np.roll(D, -1, 1) / D)
winding = np.rint((step_x + np.roll(step_y, -1, 0)
                   - np.roll(step_x, -1, 1) - step_y) / (2 * np.pi))
vortex_count = int(np.sum(np.abs(winding)))
total_nu = -0.5 * np.sum(winding)
assert vortex_count == 2 and total_nu == 0

# Non-contractible loops: the separable model and a permuting counterexample.
t = np.linspace(0, 2 * np.pi, 2001)
for path in ((t, 0.3 + 0 * t), (0.3 + 0 * t, t)):
    nu, exchanged = follow(two_band(path[0], path[1], m_top, gamma))
    assert abs(nu) < 1e-8 and not exchanged
H_perm = np.zeros((len(t), 2, 2), dtype=complex)
H_perm[:, 0, 1] = 1
H_perm[:, 1, 0] = np.exp(1j * t)
perm_gap = np.min(np.abs(np.diff(np.linalg.eigvals(H_perm), axis=-1)))
perm_nu, perm_exchange = follow(H_perm)
assert perm_gap > 1.9 and perm_exchange and abs(perm_nu + 0.5) < 1e-8

# ---------- printed results ----------
print(f"grid: {N} x {N} points")
print(f"separable model: m = {m_top} t, gamma = {gamma} t")
print(f"smallest real energy gap = {min_gap:.4f} t")
for ix, iy in samples:
    print(f"k = ({k_axis[ix]/np.pi:.3f}, {k_axis[iy]/np.pi:.3f}) pi/a, upper band")
    print(f"  E = {energies[ix, iy, 1]:.5f} t")
    for p in PAIRS:
        z = B[p][ix, iy]
        print(f"  B_{p} = {z.real:+.5f} {z.imag + 0.0:+.5f} i  a^2")
    for side in "RL":
        s = spin[side][ix, iy]
        print(f"  Bloch vector {side} = ({s[0]:+.4f}, {s[1]:+.4f}, {s[2]:+.4f})")
print(f"max |B_LR - B_RR| = {diff_LR_RR:.4f} a^2")
print(f"max |B_LL - B_RR| = {diff_LL_RR:.4f} a^2")
print(f"max |Im B_LR| = {max_im_LR:.4f} a^2")
for p in PAIRS:
    print(f"C_{p}: m={m_top}: {C[p].real:+.8f}; m={m_triv}: {C_triv[p].real:+.8f}")
print(f"largest |Im C| = {max(abs(c.imag) for c in C.values()):.1e}")
print(f"one-form curl error = {curl_error:.1e} a^2")
print(f"finite-difference curvature error = {fd_error:.1e} a^2")
print(f"Hermitian-limit curvature spread = {herm_spread:.1e} a^2")
print(f"three-band model: smallest real gap = {min_gap3:.4f} t")
for band, values in enumerate(C3):
    text = ", ".join(f"{v.real:+.6f}" for v in values)
    print(f"  band {band + 1}: C_LL, C_LR, C_RL, C_RR = {text}")
print(f"EP model: m = {m_ep} t, g = {g} t, EPs at kx=0, ky=+/-{ky_ep:.5f}/a")
print(f"loop radii: small {loop_radius}/a, around both {big_radius}/a")
for name, (nu, exchanged) in loops.items():
    print(f"  {name}: vorticity = {nu + 0.0:+.4f}, exchange = {exchanged}")
for delta, split, overlap in near:
    print(f"  distance {delta:.0e}/a: |splitting| {split:.6f} t, overlap {overlap:.6f}")
print(f"vortices in zone = {vortex_count}, total vorticity = {total_nu + 0.0:.1f}")
print(f"permuting bands: smallest |splitting| = {perm_gap:.4f} t")
print(f"  loop vorticity = {perm_nu:+.4f}, exchange = {perm_exchange}")
print("all assertions hold")
```

Running it gives:

```
grid: 128 x 128 points
separable model: m = 1.0 t, gamma = (0.4, 0.2, 0.3) t
smallest real energy gap = 1.6852 t
k = (0.250, 0.500) pi/a, upper band
  E = 1.22935+0.46424j t
  B_LL = +0.16108 -0.00000 i  a^2
  B_LR = +0.10052 -0.12305 i  a^2
  B_RL = +0.10052 +0.12305 i  a^2
  B_RR = +0.13949 -0.00000 i  a^2
  Bloch vector R = (+0.7197, +0.6813, +0.1337)
  Bloch vector L = (+0.4516, +0.7867, +0.4208)
k = (1.000, 0.250) pi/a, upper band
  E = 1.42135+0.37238j t
  B_LL = +0.11837 -0.00000 i  a^2
  B_LR = +0.05468 -0.03738 i  a^2
  B_RL = +0.05468 +0.03738 i  a^2
  B_RR = +0.00495 -0.00000 i  a^2
  Bloch vector R = (+0.0444, +0.6911, +0.7214)
  Bloch vector L = (+0.0846, +0.2434, +0.9662)
max |B_LR - B_RR| = 0.4163 a^2
max |B_LL - B_RR| = 0.2797 a^2
max |Im B_LR| = 0.4088 a^2
C_LL: m=1.0: +1.00000000; m=3.0: +0.00000000
C_LR: m=1.0: +1.00000000; m=3.0: -0.00000000
C_RL: m=1.0: +1.00000000; m=3.0: +0.00000000
C_RR: m=1.0: +1.00000000; m=3.0: +0.00000000
largest |Im C| = 8.7e-17
one-form curl error = 5.3e-12 a^2
finite-difference curvature error = 1.6e-06 a^2
Hermitian-limit curvature spread = 0.0e+00 a^2
three-band model: smallest real gap = 1.6152 t
  band 1: C_LL, C_LR, C_RL, C_RR = -1.000000, -1.000000, -1.000000, -1.000000
  band 2: C_LL, C_LR, C_RL, C_RR = +1.000000, +1.000000, +1.000000, +1.000000
  band 3: C_LL, C_LR, C_RL, C_RR = +0.000000, +0.000000, +0.000000, +0.000000
EP model: m = 2.0 t, g = 0.5 t, EPs at kx=0, ky=+/-0.50536/a
loop radii: small 0.2/a, around both 1.0/a
  upper EP: vorticity = +0.5000, exchange = True
  lower EP: vorticity = -0.5000, exchange = True
  both EPs: vorticity = -0.0000, exchange = False
  no EP: vorticity = +0.0000, exchange = False
  upper EP, two turns: vorticity = +1.0000, exchange = False
  distance 1e-04/a: |splitting| 0.020000 t, overlap 0.019998
  distance 1e-06/a: |splitting| 0.002000 t, overlap 0.002000
vortices in zone = 2, total vorticity = 0.0
permuting bands: smallest |splitting| = 2.0000 t
  loop vorticity = -0.5000, exchange = True
all assertions hold
```
